# Polarizability of a finite square well between box and delta limits

## Problem

A particle of mass $m$ and charge $q$ moves on a line in the potential $V(x)=-V_0$ for $|x|<a$ and $V(x)=0$ outside. It is in the ground state. A weak uniform field $F$ adds the energy $-qFx$. The polarizability $\alpha$ is defined by the second-order energy shift,

$$E^{(2)}=-\tfrac12\alpha F^2 .$$

(a) Estimate by scaling how $\alpha$ depends on the size of the state.

(b) Find $\alpha$ in closed form.

(c) Obtain its limits for a very deep well of fixed width, and for a very narrow well of fixed strength $g=2aV_0$. Find how each limit is approached.

(d) Evaluate $\alpha$ for an electron in a model well with $a=0.5$ nm and $V_0=1$ eV, and compare it with the estimate and with both limits.

One point of definition comes first. In a uniform field that extends over the whole line, the potential energy falls without bound on one side, so the particle can tunnel out and the well has no true bound state. The quantity sought is the second-order coefficient of perturbation theory. It describes the shift of the long-lived state that develops from the ground state when the field is weak.

## First estimate by scaling

Let the state extend over a length $\ell$. The field couples to it with an energy of order $qF\ell$. The states it mixes in lie higher by an energy of order $\hbar^2/(m\ell^2)$. A second-order shift is a squared coupling divided by an energy difference, and it is negative for a ground state:

$$E^{(2)}\sim-\frac{(qF\ell)^2}{\hbar^2/(m\ell^2)}\quad\Rightarrow\quad \alpha= c\,\frac{mq^2\ell^4}{\hbar^2},$$

where $c$ is a number that scaling can't supply. Outside the well the wave function decays as $e^{-\kappa|x|}$, so a natural choice is $\ell=a+1/\kappa$.

In a deep well the tail is short and $\alpha\propto a^4$. In a narrow, weakly binding well the tail is most of the state and $\alpha\propto\kappa^{-4}$. The estimate leaves open whether $c$ is the same in both cases.

## Exact solution

### The state without field

Let $k$ be the wave number inside the well, and define

$$\theta=ka,\qquad u=\kappa a,\qquad b=1+u,\qquad w=\frac{a\sqrt{2mV_0}}{\hbar}.$$

From here until units are restored, lengths are measured in $a$ and energies in $\hbar^2/(ma^2)$. The well then ends at $x=\pm1$, its depth is $w^2/2$, and the ground state is even:

$$\psi_0=A\cos\theta x\ \ (|x|<1),\qquad \psi_0=A\cos\theta\,e^{-u(|x|-1)}\ \ (|x|>1).$$

The value is already continuous. Continuity of the slope at $x=1$ requires $\theta\tan\theta=u$. The energy is $\theta^2/2-w^2/2$ when computed inside and $-u^2/2$ when computed outside, so $\theta^2+u^2=w^2$. Together these give

$$\cos\theta=\frac{\theta}{w},\qquad \sin\theta=\frac{u}{w}.$$

As $\theta$ runs from $0$ to $\pi/2$, $\theta/\cos\theta$ rises from $0$ to infinity. Hence $\theta=w\cos\theta$ has one root there for every $w>0$, and this root is the ground state. The one parameter $w$ fixes everything else.

Normalization gives

$$\frac1{A^2}=1+\frac{\sin2\theta}{2\theta}+\frac{\cos^2\theta}{u}
=1+\frac{u}{w^2}+\frac{\theta^2}{uw^2}=1+\frac1u=\frac bu .$$

### One equation in place of a sum over states

The first-order energy vanishes because $\psi_0^2$ is even and $x$ is odd. The first-order wave function therefore obeys $(H_0-E_0)\psi_1=qFx\psi_0$. Write $\psi_1=qF\chi$. Then

$$(H_0-E_0)\chi=x\psi_0,\qquad E^{(2)}=\langle\psi_0|(-qFx)|\psi_1\rangle=-q^2F^2\langle\psi_0|x|\chi\rangle .$$

Comparison with $-\alpha F^2/2$ gives $\alpha=2q^2\langle\psi_0|x|\chi\rangle$. The function $\chi$ is odd and must decay at infinity.

Inside the well the equation is $\chi''+\theta^2\chi=-2xA\cos\theta x$. To find a particular solution, note that

$$\Big(\frac{d^2}{dx^2}+\theta^2\Big)x^2\sin\theta x=2\sin\theta x+4\theta x\cos\theta x,\qquad
\Big(\frac{d^2}{dx^2}+\theta^2\Big)x\cos\theta x=-2\theta\sin\theta x .$$

The first function needs the coefficient $-1/(2\theta)$ to produce the source. The second needs $-1/(2\theta^2)$ to cancel the leftover sine. Adding the odd homogeneous solution,

$$\chi=A\Big[C\sin\theta x-\frac{x^2\sin\theta x}{2\theta}-\frac{x\cos\theta x}{2\theta^2}\Big],\qquad 0<x<1 .$$

For $x>1$ the equation is $\chi''-u^2\chi=-2x\psi_0$. With $e=e^{-u(x-1)}$, the operator $d^2/dx^2-u^2$ turns $x^2e$ into $(2-4ux)e$ and $xe$ into $-2ue$. The coefficients are now $1/(2u)$ and $1/(2u^2)$:

$$\chi=A\cos\theta\,e^{-u(x-1)}\Big[\frac{x^2}{2u}+\frac{x}{2u^2}-D\Big],\qquad x>1 .$$

### Matching

Divide the conditions at $x=1$ by $A\cos\theta$ and use $\tan\theta=u/\theta$. Continuity of the value gives

$$\frac{Cu}{\theta}-\frac{b}{2\theta^2}=\frac{b}{2u^2}-D
\quad\Rightarrow\quad D=G-\frac{Cu}{\theta},\qquad G=\frac{b\,w^2}{2\theta^2u^2}.$$

Continuity of the slope gives

$$C\theta-\frac12-\frac{b}{2\theta^2}=-\frac12+\frac{b}{2u^2}+uD
\quad\Rightarrow\quad C\theta=G+uD .$$

Inserting $D$ leads to $C(\theta^2+u^2)/\theta=bG$, and therefore

$$C=\frac{b^2}{2\theta u^2},\qquad D=\frac{b(\theta^2-u)}{2\theta^2u^2}.$$

### The integral

Both halves of the line contribute equally. Write $\alpha=(mq^2a^4/\hbar^2)f$, where the prefactor is $q^2$ times a squared length $a^2$ divided by the energy unit. Then $f=4A^2(I+O)$, where $I$ and $O$ are the integrals of $x\psi_0\chi/A^2$ over $0<x<1$ and $x>1$.

For the inner part define, on $0<x<1$,

$$S_1=\int x\sin2\theta x\,dx,\quad K_2=\int x^2\cos2\theta x\,dx,\quad S_3=\int x^3\sin2\theta x\,dx .$$

The double-angle formulas give

$$I=\frac C2S_1-\frac{S_3}{4\theta}-\frac1{4\theta^2}\Big(\frac13+K_2\Big).$$

Integration by parts gives $S_3=-\cos2\theta/(2\theta)+3K_2/(2\theta)$ and $K_2=\sin2\theta/(2\theta)-S_1/\theta$. With $\sin2\theta=2\theta u/w^2$ and $\cos2\theta=(\theta^2-u^2)/w^2$,

$$S_1=\frac{ub-\theta^2}{2\theta w^2},\qquad K_2=\frac{\theta^2(2u+1)-ub}{2\theta^2w^2}.$$

Substitute these, write the lone constant as $1/3=(\theta^2+u^2)/(3w^2)$, and collect terms:

$$w^2I=\frac{b^3}{8\theta^2u}-\frac{b^2}{8u^2}+\frac1{24}-\frac{5u^2}{24\theta^2}-\frac{5(2u+1)}{16\theta^2}+\frac{5ub}{16\theta^4}.$$

For the outer part let $M_n=\int_1^\infty x^ne^{-2u(x-1)}dx$. Integration by parts gives $M_n=(1+nM_{n-1})/(2u)$ with $M_0=1/(2u)$, so

$$M_1=\frac{2u+1}{4u^2},\quad M_2=\frac{2u^2+2u+1}{4u^3},\quad M_3=\frac{4u^3+6u^2+6u+3}{8u^4}.$$

Since $\cos^2\theta=\theta^2/w^2$,

$$w^2O=\theta^2\Big[\frac{M_3}{2u}+\frac{M_2}{2u^2}-DM_1\Big]
=\frac{\theta^2(4b^2+1)}{16u^5}+\frac{b(2u+1)}{8u^3}.$$

The numerator of the first term arises as $4u^3+10u^2+10u+5-2u(u+1)(2u+1)=4u^2+8u+5=4b^2+1$.

Now order $w^2(I+O)$ by powers of $\theta$, replacing $u$ by $b-1$ in the numerators of the two middle terms:

$$w^2(I+O)=\frac{4b^2+1}{16u^5}\theta^2+\frac{-4b^3+12b^2-2}{48u^3}+\frac{-4b^3+15b-5}{48u\,\theta^2}+\frac{5ub}{16\theta^4}.$$

This should contain the factor $w^2=\theta^2+u^2$. Try $(\theta^2+u^2)(P+Q/\theta^2+R/\theta^4)$. The outer terms fix $P=(4b^2+1)/(16u^5)$ and $R=5b/(16u)$. The constant term requires $Q+u^2P=(-4b^3+12b^2-2)/(48u^3)$, hence $Q=-(4b^3+5)/(48u^3)$. The remaining condition is then met:

$$R+u^2Q=\frac{15b-(4b^3+5)}{48u}.$$

The factor $w^2$ cancels. Multiplication by $4A^2=4u/b$ gives the answer to (b):

$$\boxed{\alpha=\frac{mq^2a^4}{\hbar^2}\left[\frac5{4\theta^4}-\frac{4b^3+5}{12\theta^2u^2b}+\frac{4b^2+1}{4u^4b}\right]}$$

It is closed in terms of $\theta$ and $u$; $\theta$ itself comes from the one-line equation $\theta=w\cos\theta$. At $w=2$ the bracket is $0.59896$, and an explicit sum over states in a large sine basis gives the same five digits.

## The two limits

### Deep well, fixed width

For $w\to\infty$, $\theta\to\pi/2$ and $u\to\infty$. The third term vanishes and the second tends to $-1/(3\theta^2)$:

$$f\to\frac{20}{\pi^4}-\frac4{3\pi^2}=\frac{4(15-\pi^2)}{3\pi^4}\equiv f_{\rm box}=0.0702 .$$

A separate sum over the states of the infinite box gives the same value.

To see how the limit is approached, write the matching condition as $\theta=\pi/2-\arctan(\theta/u)$ and expand the arctangent:

$$\theta\Big(1+\frac1u\Big)=\frac\pi2+\frac{\theta^3}{3u^3}+O(u^{-5}).$$

Thus $\theta=(\pi/2)(u/b)$ up to relative order $u^{-3}$. The first term of $f$ becomes $(20/\pi^4)(b/u)^4$. The main part of the second, $-b^2/(3\theta^2u^2)$, becomes $-(4/3\pi^2)(b/u)^4$. What remains is of order $u^{-3}$, so

$$\alpha=f_{\rm box}\,\frac{mq^2}{\hbar^2}\Big(a+\frac1\kappa\Big)^4\big[1+O(u^{-3})\big].$$

The leading effect of finite depth is to move each wall outward by the decay length.

The next coefficient follows from four contributions to $f$, each multiplying $u^{-3}$. The shift of $\theta b/u$ by $\pi^3/(24u^3)$ changes the first term by $-20/(3\pi^2)$ and the second by $+2/9$. The part $-5/(12\theta^2u^2b)$ adds $-5/(3\pi^2)$, and the third term adds $1$. The relative correction is therefore

$$\frac{1}{f_{\rm box}}\Big(\frac{11}9-\frac{25}{3\pi^2}\Big)\frac1{u^3}=\frac{5.38}{u^3}.$$

At $w=1000$ the closed form gives $5.365$ for this coefficient.

### Narrow well, fixed strength

Now let $a\to0$ at fixed $g=2aV_0$. Then $w^2=mga/\hbar^2\to0$. The matching condition reads $\theta^2+\theta^4/3+\dots=u$, so $\theta^2=u-u^2/3+\dots$ and $w^2=\theta^2+u^2=u+\tfrac23u^2+\dots$. To leading order $u=w^2$, which means $\kappa=mg/\hbar^2$, the decay constant of the delta well $-g\,\delta(x)$.

In this limit $\alpha/a^4$ diverges because $a$ is no longer the size of the state. The finite quantity is $\alpha\kappa^4$, or $fu^4$ in scaled form. Its three terms are, to second order in $u$,

$$\frac{5u^4}{4\theta^4}=\frac54u^2,\qquad
-\frac{u^2}{12\theta^2}\Big(4b^2+\frac5b\Big)=-\frac34u-\frac12u^2,\qquad
b+\frac1{4b}=\frac54+\frac34u+\frac14u^2 .$$

The linear terms cancel:

$$\alpha\kappa^4=\frac{mq^2}{\hbar^2}\Big[\frac54+u^2+O(u^3)\Big]\;\to\;\frac{5mq^2}{4\hbar^2}.$$

A separate integral over the continuum of the delta well also gives $1.25$. The correction is quadratic when the comparison is made at equal $\kappa$. At equal strength it is linear, since $u^{-4}=w^{-8}(1+\tfrac83w^2+\dots)$.

### Between the limits

Since $w$ is the single parameter, one curve joins the two cases. The last column below is the coefficient $c$ of the scaling estimate, $c=f/(1+1/u)^4$.

| $w$ | $\alpha/a^4$ | $\alpha\kappa^4$ | $c$ |
|---|---|---|---|
| 0.1 | $1.28\times10^8$ | 1.250 | 1.20 |
| 1 | 8.27 | 1.70 | 0.217 |
| 3 | 0.270 | 15.7 | 0.079 |
| 10 | 0.104 | 995 | 0.071 |
| 100 | 0.0731 | $7.30\times10^6$ | 0.070 |

The second and third columns are in units of $mq^2/\hbar^2$. On a grid of 300 values from $w=0.1$ to about $316$, $\alpha/a^4$ falls and $\alpha\kappa^4$ rises at every step. This is a numerical finding, not a proof of monotonicity.

## Electron in a model well

With $\hbar^2/m=0.07620$ eV nm²,

$$w=0.5\sqrt{\frac{2\times1}{0.07620}}=2.562,\qquad \theta=1.119,\qquad u=2.304 .$$

The decay constant is $\kappa=2.304/0.5=4.609$ nm$^{-1}$, and the binding energy is $\hbar^2\kappa^2/(2m)=0.809$ eV. The bracket and the polarizability are

$$f=0.7978-0.5666+0.1199=0.3511,$$
$$\alpha=\frac{0.5^4}{0.07620}\times0.3511=0.8202\times0.3511=0.288\ e^2\,\text{nm}^2/\text{eV},$$

or about $2.80\times10^3$ atomic units. In a field of $0.01$ V/nm the shift is

$$-\tfrac12(0.288)(0.01)^2\ \text{eV}=-14.4\ \mu\text{eV}.$$

Direct diagonalization with the field present gives the same shift. That calculation places hard walls at $a+14/\kappa$, about $3.5$ nm from the centre. The potential drop from the centre to a wall is then about $0.035$ eV, far below the binding energy, so the lowest state stays in the well.

The field is weak if it meets two conditions. The drop over the decay length must be small compared with the binding energy; here the ratio is $0.0027$. The drop over the half-width must be small compared with $\hbar^2/(ma^2)$; here $0.005$ eV stands against $0.305$ eV. For a weakly bound state the first condition reads $qF\ll\hbar^2\kappa^3/(2m)$. Since $\alpha\propto\kappa^{-4}$ for such a state, this bound on the field falls as $\alpha^{-3/4}$.

## Comparison with the estimate

For this well $\ell=0.5+1/4.609=0.717$ nm, so the estimate with $c=1$ gives

$$\frac{0.717^4}{0.07620}\approx3.5\ e^2\,\text{nm}^2/\text{eV}.$$

This is twelve times the exact value. The fourth power of the length is right in both limits, but $c$ is not universal: it falls from $5/4$ for the delta well to $0.070$ for the box, a factor of about 18.

Most of that factor comes from the choice of $\ell$. A box state vanishes at the walls and is concentrated near the centre, with $\langle x^2\rangle=(1/3-2/\pi^2)a^2\approx0.131a^2$. The delta-well state has $\langle x^2\rangle=1/(2\kappa^2)$. If $\ell^2$ is replaced by $\langle x^2\rangle$, the coefficient $\alpha\hbar^2/(mq^2\langle x^2\rangle^2)$ is $5$ for the delta well and about $4.1$ for the box. The root-mean-square width is thus the better measure of size.

The limiting models can also be set beside the exact $0.288$, in the same unit:

- Box of half-width $a$: $0.058$, too small by a factor of 5.
- Box of half-width $a+1/\kappa$: $0.244$, or 15% below the exact value.
- Delta well with the same $\kappa$: $0.036$, too small by a factor of 8.
- Delta well with the same strength: $0.00055$, too small by a factor of about 500.

The last entry is smaller than the one before it by a further factor of about 66. Equal strength gives $\kappa=w^2/a\approx13$ nm$^{-1}$ in place of $4.6$, and this ratio enters to the fourth power. At $w\approx2.6$ the well is closer to a box than to a delta well, but its tails still matter: widening the box by $1/\kappa$ on each side removes most of the fivefold difference from the plain box. The numerical output below lists further digits and values of $w$.

## Numbers as computed

```
Closed form against sum over states (unit m q^2 a^4/hbar^2)
  w = 0.8: closed 28.093226, sum 28.093338
  w = 2.0: closed 0.598961, sum 0.598960
  w = 6.0: closed 0.134382, sum 0.134382
Limiting values
  box, formula / state sum: 0.070225 / 0.070225 m q^2 a^4/hbar^2
  delta, formula / continuum: 1.250000 / 1.250000 m q^2/(hbar^2 kappa^4)
  (alpha kappa^4 - 5/4)/u^2 at w = 0.03: 0.9998
  u^3 * relative error of widened box at w = 1000: 5.365
  its predicted limit: 5.381
Interpolation (dimensionless, hbar = m = q = 1)
  w, u, alpha/a^4, alpha*kappa^4, alpha/alpha_box(a+1/kappa)
    0.1    0.00993   1.2836e+08       1.2501     17.111
    0.3    0.08512        23951       1.2571     12.912
    1.0    0.67361        8.272       1.7031     3.0913
    3.0    2.76239      0.27032       15.741     1.1186
   10.0    9.89758      0.10364        994.6     1.0042
   30.0   29.96146     0.080095        64544     1.0002
  100.0   99.98791     0.073077   7.3042e+06          1
Worked example: electron in a model well
  half-width a = 0.5 nm, depth V0 = 1.0 eV
  hbar^2/m = 0.076200 eV nm^2
  w = 2.56158, theta = 1.11880, u = 2.30434
  kappa = 4.60869 1/nm, binding energy = 0.80924 eV
  three terms of the bracket: 0.797809, -0.566554, 0.119875
  bracket = 0.351130, m a^4/hbar^2 = 0.820214 nm^2/eV
  alpha = 0.288002 e^2 nm^2/eV
  alpha = 2798.617 atomic units
  field = 0.01 V/nm
  (e F/kappa)/binding = 0.00268
  Stark shift, formula = -14.4001 micro-eV
  Stark shift, diagonalized = -14.4001 micro-eV
  Comparison polarizabilities in e^2 nm^2/eV
  box of half-width a: 0.057599
  box of half-width a+1/kappa: 0.243539
  delta well of equal kappa: 0.036362
  delta well of equal strength: 0.000553
```
